# How a ZORA eigenvalue responds to a constant potential shift

**Question.** Adding a constant $\Delta$ to the potential in the Dirac equation moves every energy by $\Delta$ and changes nothing else. Why does the zeroth-order regular approximation (ZORA) lack this property? Does its eigenvalue move by more or by less than $\Delta$, and by how much for a hydrogenic 1s state?

**Answer.**

### The mechanism

Take one electron in a fixed scalar potential $V(\mathbf r)$, in hartree atomic units, with the rest energy $c^2$ subtracted. The Dirac equation for the large component $\varphi$ and the small component $\chi$ is

$$V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\varphi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2c^2)\chi=E\chi .$$

The second equation gives $\chi=c\,(2c^2+E-V)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi$. Inserted into the first, it yields

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi=(E-V)\varphi. \tag{1}$$

Energy and potential enter through the difference $E-V$ alone. If $V$ becomes $V+\Delta$, then $E+\Delta$ solves the new equation with the same $\varphi$.

ZORA drops $E$ from the denominator, on the assumption that it is small compared with $2c^2-V$, but keeps $V$ there. For a hydrogenic 1s state $|E|/(2c^2)$ is about $0.03$ at $Z=50$, $0.09$ at $Z=80$ and $0.26$ at $Z=120$, so the assumption weakens for the deepest levels of heavy atoms. With the shift included, the Hamiltonian is

$$H_\Delta=V+\Delta+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2-V-\Delta}\,\boldsymbol\sigma\!\cdot\!\mathbf p. \tag{2}$$

The first $\Delta$ moves the eigenvalue by $\Delta$. The second sits in the denominator, where the energy that would have cancelled it is missing. A positive $\Delta$ makes the denominator smaller and the kinetic operator larger, so the eigenvalue rises further. A negative $\Delta$ weakens the kinetic operator, and the eigenvalue falls further. In both cases it moves by more than the shift.

### The formula for a general potential

Assume $V+\Delta<2c^2$ everywhere, so that the denominator stays positive, and follow a state that remains bound as $\Delta$ varies. For its normalized eigenfunction $\varphi_\Delta$, with eigenvalue $\varepsilon(\Delta)$, the Hellmann–Feynman theorem gives

$$\frac{d\varepsilon}{d\Delta}=\Big\langle\varphi_\Delta\Big|\frac{\partial H_\Delta}{\partial\Delta}\Big|\varphi_\Delta\Big\rangle=1+K,\qquad
K=\Big\langle \boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{(2c^2-V-\Delta)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big\rangle. \tag{3}$$

Since $\boldsymbol\sigma\!\cdot\!\mathbf p$ is Hermitian, $K$ is the squared norm of

$$\chi_\Delta=\frac{c}{2c^2-V-\Delta}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi_\Delta ,$$

the small component that ZORA assigns to the state. It cannot vanish: $\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi=0$ would imply $p^2\varphi=0$, which no normalizable function satisfies. Hence $K>0$, and integration of (3) over the shift shows that a finite movement also exceeds the shift in magnitude, for either sign.

When $|V+\Delta|\ll2c^2$ in the region that determines the expectation value, the denominator in (3) is nearly $(2c^2)^2$. With $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$ and $T=\langle p^2\rangle/2$,

$$K\simeq\frac{c^2\langle p^2\rangle}{4c^4}=\frac{T}{2c^2}. \tag{4}$$

To leading order, the excess movement is therefore $\Delta\,T/(2c^2)$, with $T$ the nonrelativistic kinetic energy.

### The 1s state in closed form

Now let $V=-Z/r$, with a point nucleus and $Z<c$, and write

$$a=2c^2-\Delta>0,\qquad \gamma=\sqrt{1-Z^2/c^2}.$$

Try $\varphi=f(r)\eta$, where $\eta$ is a constant spinor and $f=r^{\gamma-1}e^{-\zeta r}$. Because $\mathbf p=-i\nabla$,

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,f\eta=-i f'\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\eta,\qquad
f'=-\Big(\frac{1-\gamma}{r}+\zeta\Big)f .$$

The kinetic operator next multiplies by $c^2/(a+Z/r)$. Define

$$g=\frac{c^2f'}{a+Z/r}=-c^2\,\frac{(1-\gamma)/r+\zeta}{Z/r+a}\,f .$$

The fraction is constant if its numerator is proportional to its denominator. This fixes the exponent:

$$\zeta=\frac{a(1-\gamma)}{Z}\quad\Longrightarrow\quad g=-\frac{c^2(1-\gamma)}{Z}\,f. \tag{5}$$

The second $\boldsymbol\sigma\!\cdot\!\mathbf p$ acts on $-ig\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\eta$. The two factors $-i$ give $-1$. The curl of the radial field $g\hat{\mathbf r}$ vanishes, so its divergence $g'+2g/r$ remains. The kinetic term is thus

$$-\Big(g'+\frac{2g}{r}\Big)=\frac{c^2(1-\gamma)}{Z}\Big(f'+\frac{2f}{r}\Big)
=\frac{c^2(1-\gamma)}{Z}\Big(\frac{1+\gamma}{r}-\zeta\Big)f .$$

Since $c^2(1-\gamma)(1+\gamma)=Z^2$, the $1/r$ part equals $(Z/r)f$ and cancels the nuclear attraction. The constants that remain form the eigenvalue:

$$\varepsilon=\Delta-\frac{c^2(1-\gamma)\zeta}{Z}
=\Delta-a\,\frac{c^2(1-\gamma)^2}{Z^2}
=\Delta-(2c^2-\Delta)\,\frac{1-\gamma}{1+\gamma}. \tag{6}$$

The function $f$ has no node and tends to $e^{-Zr}$ for $c\to\infty$, as a 1s function should. The eigenvalue is linear in $\Delta$, with

$$\frac{d\varepsilon}{d\Delta}=1+K_{1s},\qquad K_{1s}=\frac{1-\gamma}{1+\gamma}. \tag{7}$$

Equation (5) gives the same $K$ directly: the small component has radial part $g/c$, whose squared norm relative to $f$ is $c^2(1-\gamma)^2/Z^2=(1-\gamma)/(1+\gamma)$.

For small $Z/c$, $1-\gamma\simeq Z^2/(2c^2)$ and $1+\gamma\simeq2$, so $K_{1s}\simeq Z^2/(4c^2)$. This is (4) with the nonrelativistic 1s value $T=Z^2/2$.

There is also a relation with the ZORA kinetic expectation value $T_Z$ at $\Delta=0$. There $\zeta=2Z/(1+\gamma)$, the density $r^2f^2$ gives $\langle1/r\rangle=\zeta/\gamma$, and (6) reads $\varepsilon=-2c^2K_{1s}$. Therefore

$$T_Z=\varepsilon+Z\Big\langle\frac1r\Big\rangle=-2c^2K_{1s}+\frac{2Z^2}{\gamma(1+\gamma)} .$$

The last term equals $2c^2(1-\gamma)/\gamma=2c^2K_{1s}(1+\gamma)/\gamma$, so $T_Z=2c^2K_{1s}/\gamma$, or $K_{1s}=\gamma T_Z/(2c^2)$.

### Other hydrogenic states

Let $\varphi_D$ solve (1) for $V=-Z/r$ with Dirac energy $E$, and set $\varphi(\mathbf r)=\varphi_D(\boldsymbol\rho)$ with $\boldsymbol\rho=\mathbf r/\lambda$. Then $\mathbf p=\mathbf p_\rho/\lambda$. The shifted ZORA equation, multiplied by $\lambda$, becomes

$$\boldsymbol\sigma\!\cdot\!\mathbf p_\rho\,\frac{c^2}{\lambda a+Z/\rho}\,\boldsymbol\sigma\!\cdot\!\mathbf p_\rho\,\varphi_D=\Big[\lambda(\varepsilon-\Delta)+\frac Z\rho\Big]\varphi_D .$$

It coincides with (1) if $\lambda a=2c^2+E$ and $\lambda(\varepsilon-\Delta)=E$. Dividing the second condition by the first gives

$$\varepsilon(\Delta)=\Delta+(2c^2-\Delta)\frac{E}{2c^2+E}. \tag{8}$$

At $\Delta=0$ this says $\varepsilon(0)/(2c^2)=E/(2c^2+E)$, and hence

$$\varepsilon(\Delta)=\varepsilon(0)+\Delta\Big[1-\frac{\varepsilon(0)}{2c^2}\Big],\qquad K=-\frac{\varepsilon(0)}{2c^2}. \tag{9}$$

Deeper levels have larger $K$. A shift therefore also changes the gaps between levels, and subtracting one common constant does not repair the spectrum.

### The number: hydrogen-like tin

For the tin ion with one electron, $Z=50$, treated with a fixed point nucleus and without radiative corrections, $\gamma=0.931059$ and $2c^2=37557.73$ hartree. Then

$$K_{1s}=\frac{1-0.931059}{1+0.931059}=0.035701 .$$

The unshifted ZORA eigenvalue is $-1340.845$ hartree. A shift of $+10$ hartree takes it to $-1330.488$ hartree. The movement is $10.357$ hartree, and the excess is

$$10\times0.035701=0.357\ \text{hartree}=9.715\ \text{eV}.$$

A shift of $-10$ hartree gives a movement of $-10.357$ hartree. For $\pm100$ hartree the excess is $\pm3.570$ hartree, ten times as large, as linearity requires. These digits belong to the point nucleus. A Gaussian nuclear charge of rms radius $4.65$ fm changes the unshifted eigenvalue to $-1340.764$ hartree, $K$ to $0.035695$ and the excess for $+10$ hartree to $9.713$ eV.

The leading-order estimate uses $T=Z^2/2=1250$ hartree and gives $K\simeq1250/37557.73=0.03328$, about 7% below the value in (7). At $Z=10$ the ratio of $K$ to this estimate is $1.0027$, and at $Z=1$ it is $1.00003$.

For 2s, $K=0.008769$. The 1s–2s gap therefore changes by $10\times(0.008769-0.035701)=-0.269$ hartree under the shift of $+10$ hartree.

### What depends on the Coulomb potential

The sign of the excess and the estimate (4) do not rely on the Coulomb form, whereas (9) does. Consider the lowest s state of $V=-Ze^{-\mu r}/r$ with $Z=50$ and $\mu=10$ per bohr. Diagonalization gives $K=0.03411$, while $-\varepsilon(0)/(2c^2)$ is $0.02365$. Screening has reduced the binding energy far more than it has reduced $K$, so the binding energy no longer measures the excess. In a weaker potential, $Z=5$ and $\mu=1$ per bohr, $K$ agrees with $T/(2c^2)$ to within 0.1%.

### Which shift helps, and what rescaling repairs

If $\Delta=-E$, the denominator in (2) becomes $2c^2+E-V$, the one in the Dirac equation (1). Then $\varepsilon-\Delta=E$ for that state, in any potential for which the denominator stays positive. The constant in the potential thus selects the energy at which ZORA reproduces the Dirac equation. In the screened example with $Z=50$, the shift $-E$ gives $\varepsilon-\Delta=-858.819$ hartree, the Dirac energy, whereas unshifted ZORA gives $-888.084$ hartree. The required shift differs between states of different energy; only degenerate states, such as 2s and 2p$_{1/2}$ for a point nucleus, share it.

Scaled ZORA divides the eigenvalue by $1+K$. For a point nucleus, (9) and (8) give $1+K=2c^2/(2c^2+E)$, and (8) can be rearranged as

$$\varepsilon(\Delta)=\frac{\Delta(2c^2+E)+(2c^2-\Delta)E}{2c^2+E}=\frac{2c^2(E+\Delta)}{2c^2+E}=(1+K)(E+\Delta).$$

The scaled energy is $E+\Delta$: both the Dirac energy and the correct response are recovered. For 1s in tin it goes from $-1294.626$ to $-1284.626$ hartree under the shift of $+10$ hartree.

This cancellation rests on the Coulomb scaling. In the screened potential with $Z=50$, the same shift moves the scaled energy by $9.99935$ hartree, slightly less than the shift, while the unscaled eigenvalue moves by $10.34110$ hartree. Rescaling leaves a small dependence on the constant there. The numerical check obtains the eigenvalues by diagonalizing the radial operators, independently of the closed formulas.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
2c^2 = 37557.7301 hartree
HYDROGEN-LIKE TIN, POINT NUCLEUS
nuclear charge Z = 50
gamma = 0.93105940
Dirac 1s energy = -1294.62615 hartree
ZORA 1s energy, no shift = -1340.84549 hartree
ZORA minus Dirac, 1s = -46.21934 hartree
ZORA kinetic expectation value, 1s = 1440.1288 hartree
K of 1s (excess per unit shift) = 0.03570092
nonrelativistic kinetic energy Z^2/2 = 1250.0 hartree
estimate Z^2/(4c^2) of K = 0.03328210
shift -100: eigenvalue -1444.41558, movement -103.57009, excess -3.57009 hartree
shift -10: eigenvalue -1351.20250, movement -10.35701, excess -0.35701 hartree
shift +10: eigenvalue -1330.48848, movement +10.35701, excess +0.35701 hartree
shift +100: eigenvalue -1237.27540, movement +103.57009, excess +3.57009 hartree
excess for shift +10 hartree = 9.715 eV
Dirac 2s energy = -326.49480 hartree
ZORA 2s energy, no shift = -329.35796 hartree
K of 2s = 0.00876938
ZORA 1s-2s gap, no shift = 1011.48753 hartree
ZORA 1s-2s gap, shift +10 = 1011.21822 hartree
change of the gap = -0.26932 hartree
scaled ZORA 1s, no shift = -1294.62615 hartree
scaled ZORA 1s, shift +10 = -1284.62615 hartree
LIGHTER HYDROGEN-LIKE 1s STATES
Z = 1: K = 1.331319e-05, Z^2/(4c^2) = 1.331284e-05, ratio = 1.000027
Z = 10: K = 1.334840e-03, Z^2/(4c^2) = 1.331284e-03, ratio = 1.002671
SCREENED POTENTIAL -Z exp(-mu r)/r, LOWEST s STATE
Z = 50, mu = 10.0 per bohr
Dirac energy = -858.8191 hartree
ZORA energy, no shift = -888.0841 hartree
ZORA energy minus shift, at shift = -E: -858.8191 hartree
K = 0.034110
Coulomb-only expression -eps/(2c^2) = 0.023646
movement for shift +10 = 10.34110 hartree
scaled ZORA movement for shift +10 = 9.99935 hartree
WEAK SCREENED POTENTIAL, Z = 5, mu = 1 per bohr
nonrelativistic kinetic energy = 11.89449 hartree
K = 3.169224e-04
K divided by T/(2c^2) = 1.000706
```
